# Local pseudopotentials for s and p states in sodium, aluminium and carbon, part 1

(Sections cited here and not found follow in the second part.)

Take the norm-conserving $s$ and $p$ pseudopotentials of an atom, subtract them, and average the difference over the product of the valence $s$ and $p$ pseudo-orbitals. With the Troullier–Martins construction and the core radii given below, the result is $0.041$ eV for sodium, $0.760$ eV for aluminium and $14.512$ eV for carbon. A local pseudopotential is one function $V(r)$ acting alike on every angular momentum, so this difference is what it throws away, and carbon's loss is about 19 times that of aluminium and about 350 times that of sodium. The unweighted difference gives little warning of this. At the nucleus $V_s-V_p$ is $39.55$ eV for sodium, $47.39$ eV for aluminium and $188.86$ eV for carbon: large in all three, and only $188.86/39.55\approx4.8$ times larger in carbon than in sodium. These central values belong to the core radii chosen below and change strongly with them (for sodium from about $77$ eV at $2.5\,a_0$ to about $22$ eV at $3.1\,a_0$). The weighted number can be computed exactly from the two orbitals and their energies, without knowing either potential, and that exact expression shows where the contrast comes from.

## The setting

Units are Gaussian, with $a_0=\hbar^2/(me^2)=5.291772\times10^{-9}$ cm and $e^2/a_0=\hbar^2/(ma_0^2)=27.211$ eV. The reference is the all-electron (AE) Kohn–Sham atom, nonrelativistic, spin-unpolarized and spherically averaged, in the local density approximation (Slater exchange, Vosko–Wilk–Nusair correlation), with valence configurations Na $3s^13p^0$, Al $3s^23p^1$, C $2s^22p^2$. Radial functions $u_l=rR_l$ obey $\int_0^\infty u_l^2\,dr=1$, are chosen positive at large $r$, and satisfy

$$-\frac{\hbar^2}{2m}u_l''+\left[\frac{\hbar^2l(l+1)}{2mr^2}+V_l(r)\right]u_l=\varepsilon_l u_l .\tag{1}$$

In the AE atom $V_l$ is one and the same Kohn–Sham potential $V_{AE}$ for all $l$. The valence orbitals have nodes because they are orthogonal to the core orbitals of the same $l$.

A norm-conserving pseudo-orbital has no node, has the AE energy $\varepsilon_l$, equals the AE orbital beyond a radius $r_c$, and holds the same norm $Q_l=\int_0^{r_c}u_l^2dr$ inside. The last condition has a purpose. Let $u(r;\varepsilon)$ be the regular solution at any energy, $u''=\kappa(U-\varepsilon)u$, with $\kappa=2m/\hbar^2$ and $U$ the bracket in (1). Differentiating in $\varepsilon$ (a dot) gives $\dot u''=\kappa(U-\varepsilon)\dot u-\kappa u$. Multiplying by $u$ and subtracting $\dot u\,u''$ cancels the $U-\varepsilon$ terms and leaves $(u\dot u'-\dot uu')'=-\kappa u^2$. Since $u\dot u'-\dot uu'=u^2\,\partial_\varepsilon(u'/u)$ and it vanishes at the origin, $u^2\,\partial_\varepsilon(u'/u)|_{r_c}=-\kappa Q$. Equal norms therefore give equal energy slopes of the logarithmic derivative, so the pseudo-atom scatters correctly near $\varepsilon_l$ and not only at it.

Because $u_l$ has no node, (1) can be divided by it and solved for the potential:

$$V_l=\varepsilon_l-\frac{\hbar^2l(l+1)}{2mr^2}+\frac{\hbar^2}{2m}\frac{u_l''}{u_l}.$$

Write $u_l=r^{l+1}e^{p(r)}$. Then $u'/u=(l+1)/r+p'$, and $u''/u=(u'/u)'+(u'/u)^2=-(l+1)/r^2+p''+(l+1)^2/r^2+2(l+1)p'/r+p'^2$. The two $r^{-2}$ terms add to $l(l+1)/r^2$ and cancel the centrifugal term:

$$V_l=\varepsilon_l+\frac{\hbar^2}{2m}\left[p''+p'^2+\frac{2(l+1)p'}{r}\right].\tag{2}$$

The numbers here use the Troullier–Martins form $p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}$, with seven coefficients and seven conditions. Two match value and slope at $r_c$: $p=\ln(u/r_c^{\,l+1})$ and $p'=u'/u-(l+1)/r_c$. Three match $V$, $V'$, $V''$ to $V_{AE}$; solving (2) for $p''$ and differentiating twice, with $L=l+1$,

$$p''=\kappa(V-\varepsilon)-\frac{2Lp'}{r}-p'^2,$$
$$p'''=\kappa V'+\frac{2Lp'}{r^2}-\frac{2Lp''}{r}-2p'p'',$$
$$p''''=\kappa V''-\frac{4Lp'}{r^3}+\frac{4Lp''}{r^2}-\frac{2Lp'''}{r}-2p''^2-2p'p'''.$$

The sixth makes $V_l$ flat at the origin: the $r^2$ coefficient of the bracket in (2) is $12c_4+4c_2^2+8(l+1)c_4=4[c_2^2+(2l+5)c_4]$, which is set to zero. The seventh is the norm. For given $c_2$ the sixth fixes $c_4$, the five matching conditions are linear in the other coefficients, and the norm becomes one equation for $c_2$, of which the root of smallest magnitude is taken.

The semilocal pseudopotential is $\sum_lV_l(r)\hat P_l$, with $\hat P_l$ the projector on angular momentum $l$. One $r_c$ is used for both channels, and

$$\Delta V=V_s-V_p,\qquad \Delta\varepsilon=\varepsilon_p-\varepsilon_s .$$

The $V_l$ of (2) are screened potentials. The ionic ones follow by subtracting the Hartree and exchange–correlation potentials of the valence pseudo-density. That subtraction does not depend on $l$, so $\Delta V$ is the same screened or ionic, and it vanishes for $r>r_c$, where both equal $V_{AE}$.

## The solvable model: two nodeless orbitals of one size

Suppose the pseudo-orbitals were $u_s\propto re^{-r^2/2b^2}$ and $u_p\propto r^2e^{-r^2/2b^2}$, with a size $b$ and energies $\varepsilon_s,\varepsilon_p$ handed down independently by some AE atom. Here $p=-r^2/2b^2$ plus a constant, $p'=-r/b^2$, $p''=-1/b^2$, and the bracket in (2) is $-1/b^2+r^2/b^4-2(l+1)/b^2=r^2/b^4-(2l+3)/b^2$. Thus

$$V_l=\varepsilon_l-(2l+3)\frac{\hbar^2}{2mb^2}+\frac{\hbar^2r^2}{2mb^4},\qquad \Delta V=\frac{\hbar^2}{mb^2}-\Delta\varepsilon ,$$

the second because $(5-3)\hbar^2/2mb^2=\hbar^2/mb^2$. The potentials coincide only if the splitting equals $\hbar^2/mb^2$, which is the oscillator quantum $\hbar\omega$ for $b^2=\hbar/m\omega$. A local potential ties the splitting to the size. If the atom supplies small orbitals with a small splitting, two different potentials are needed, the $s$ one lying higher. The Gaussian tails are not those of an atom and this $\Delta V$ does not vanish at large $r$, but the relation survives exactly for any pair of nodeless orbitals once $1/b^2$ is replaced by the proper average.

For $l=0$ and $l=1$, where the centrifugal term is $2\hbar^2/2mr^2=\hbar^2/mr^2$, equation (1) reads

$$\frac{\hbar^2}{2m}u_s''=(V_s-\varepsilon_s)u_s,\qquad \frac{\hbar^2}{2m}u_p''=\left(\frac{\hbar^2}{mr^2}+V_p-\varepsilon_p\right)u_p .$$

Define the Wronskian $W=u_p'u_s-u_pu_s'$. In its derivative the terms $u_p'u_s'$ cancel, so $W'=u_p''u_s-u_pu_s''$. Multiplying the second equation by $u_s$, the first by $u_p$, and subtracting,

$$\frac{\hbar^2}{2m}W'=\left[\frac{\hbar^2}{mr^2}-\Delta\varepsilon-\Delta V\right]u_su_p .\tag{3}$$

Near the origin $u_s\propto r$ and $u_p\propto r^2$ (for any potential less singular than $r^{-2}$), so $W\propto r^2\to0$; at infinity bound states decay and $W\to0$. The integral of the left side over $(0,\infty)$ vanishes. With $S=\int_0^\infty u_su_p\,dr$ and the average $\langle f\rangle_{sp}=S^{-1}\int_0^\infty u_sfu_p\,dr$,

$$D_{sp}\equiv\langle\Delta V\rangle_{sp}=\frac{\hbar^2}{m}\langle r^{-2}\rangle_{sp}-\Delta\varepsilon .\tag{4}$$

For nodeless orbitals $u_su_p/S$ is a positive normalized weight, so $\langle\cdot\rangle_{sp}$ is a true average. The radial overlap $S$ is not zero; $s$ and $p$ states are orthogonal through their angular parts. A local potential has $\Delta V=0$, and then

$$\Delta\varepsilon=\frac{\hbar^2}{m}\langle r^{-2}\rangle_{sp}.\tag{5}$$

In one central potential the only thing that raises the lowest $p$ level above the lowest $s$ level is the centrifugal energy, and (5) says so exactly.

Two exact cases confirm the factors. For the Gaussians, $\int_0^\infty re^{-r^2/b^2}dr=b^2/2$ and $\int_0^\infty r^3e^{-r^2/b^2}dr=b^4/2$, so $\langle r^{-2}\rangle_{sp}=1/b^2$ as found. For hydrogen, $u_{1s}u_{2p}\propto r^3e^{-\beta r}$ with $\beta=1/a_0+1/2a_0=3/2a_0$. Then $\langle r^{-2}\rangle_{sp}=(1/\beta^2)/(6/\beta^4)=\beta^2/6=3/(8a_0^2)$, and (5) gives $\tfrac38\,e^2/a_0$, which is $(e^2/2a_0)(1-\tfrac14)$.

The hydrogen case names the difficulty. Removing the nodes turns a valence $s$ state into the $1s$ state of its pseudopotential and a valence $p$ state into the $2p$ state. A local potential then demands a $1s$–$2p$ kind of splitting from what was, in carbon, a $2s$–$2p$ pair, and such a pair is degenerate in a pure Coulomb field and split only by screening. The $3s$–$3p$ pair of sodium and aluminium is degenerate in a pure Coulomb field too, so this remark alone does not separate the three atoms; that takes the numbers and the node structure below. In the limit of a highly charged ion of either type, $\Delta\varepsilon$ becomes negligible beside the centrifugal average and the relative mismatch

$$\eta=D_{sp}/\Delta\varepsilon$$

grows without bound.

## The three atoms

The AE atoms were solved self-consistently on a sinc-function grid in $\ln r$, checked against hydrogenic levels, the analytic Hartree potential of a $1s$ density and the virial theorem. The chosen radii are $r_c=2.8\,a_0$ (Na), $2.2\,a_0$ (Al), $1.5\,a_0$ (C). An independent finite-difference diagonalization of $V_s$ and $V_p$ returned the AE levels, and $D_{sp}$ from direct quadrature of $u_s\Delta Vu_p$ agreed with the right side of (4).

For carbon, $\varepsilon_s=-13.629$ eV and $\varepsilon_p=-5.420$ eV give $\Delta\varepsilon=8.209$ eV. The orbitals give $\langle r^{-2}\rangle_{sp}=0.8350\,a_0^{-2}$, and $0.8350\times27.211=22.721$ eV. Hence $D_{sp}=22.721-8.209=14.512$ eV and $\eta=14.512/8.209=1.768$.

For aluminium, $\varepsilon_s=-7.806$ eV and $\varepsilon_p=-2.790$ eV give $5.016$ eV; $\langle r^{-2}\rangle_{sp}=0.2123\,a_0^{-2}$ corresponds to $5.776$ eV (unrounded input), so $D_{sp}=5.776-5.016=0.760$ eV and $\eta=0.151$.

For sodium, $\varepsilon_s=-2.814$ eV and $\varepsilon_p=-0.776$ eV give $2.038$ eV; $0.0764\times27.211=2.079$ eV, so $D_{sp}=2.079-2.038=0.041$ eV and $\eta=0.020$.

Sodium and aluminium nearly satisfy the local rule (5) as they stand. This is more than an effect of size: sodium's energies are all smaller than carbon's, but $\eta$ is dimensionless and still differs by almost two orders of magnitude. Sodium's $D_{sp}$ is a small remainder of two nearly equal numbers, so the ratio of about 350 between carbon and sodium changes with $r_c$ and should be read as an order of magnitude.

The contrast itself does not hang on the radius:

| atom | $r_c/a_0$ | $D_{sp}$/eV | $\eta$ |
|---|---|---|---|
| Na | 2.5, 2.8, 3.1 | 0.068, 0.041, 0.039 | 0.033, 0.020, 0.019 |
| Al | 1.9, 2.2, 2.5 | 0.771, 0.760, 0.855 | 0.154, 0.151, 0.170 |
| C | 1.3, 1.5, 1.7 | 14.376, 14.512, 14.528 | 1.751, 1.768, 1.770 |

By (4), $r_c$ enters only through an average of $r^{-2}$ over orbitals whose tails and inner norms are fixed, and smooth orbitals leave that average little room. The shape chosen inside $r_c$ matters about as much as the radius: Kerker's form $p=c_0+c_2r^2+c_3r^3+c_4r^4$ at the three main radii gives $D_{sp}=0.028$, $0.743$ and $14.942$ eV, so the last digits belong to the scheme and the contrast does not.

## Why the core decides

The AE orbitals also obey (3), with $\Delta V=0$, since they share $V_{AE}$. They escape the conclusion (5) in its simple meaning because their product changes sign and is no longer a weight. Define, for either pair,

$$I(r)=\int_0^{r}u_su_p\left[\frac{\hbar^2}{mr'^2}-\Delta\varepsilon\right]dr' .$$

Integrating (3) from $0$ to $r$ for the AE pair gives $I_{AE}(r)=(\hbar^2/2m)W_{AE}(r)$. Integrating it to $r_c$ for the pseudo pair gives $I_{PS}(r_c)-\int_0^{r_c}u_s\Delta Vu_p\,dr=(\hbar^2/2m)W_{PS}(r_c)$. The two Wronskians are equal at $r_c$, because values and slopes match there, and the $\Delta V$ integral is $SD_{sp}$, because $\Delta V=0$ outside. Therefore, with $S$ the pseudo overlap throughout,

$$D_{sp}=\frac{I_{PS}(r_c)-I_{AE}(r_c)}{S}.\tag{6}$$

Numerically this reads $0.679-0.638=0.041$ eV for Na, $2.266-1.506=0.760$ eV for Al, and $15.405-0.893=14.512$ eV for C. The nonlocality is the centrifugal weight that the smooth product has and the nodal product lacks.

The bracket in $I$ is positive for $r<r^*=\hbar/\sqrt{m\Delta\varepsilon}$. For carbon $r^*=a_0\sqrt{27.211/8.209}=1.821\,a_0$; for Al it is $2.329\,a_0$ and for Na $3.654\,a_0$. The three main radii, $1.5$, $2.2$ and $2.8\,a_0$, lie inside, so the sign of the integrand is the sign of $u_su_p$.

In carbon the $2s$ orbital has one node, at $0.379\,a_0$, and $2p$ has none, for the core $1s^2$ holds no $p$ state. Inside the node the product is negative, where $r^{-2}$ is largest, and this lobe contributes $-9.582$ eV to $I_{AE}/S$. The stretch from the node to $r_c$ contributes $0.893+9.582=10.475$ eV and barely repays it. The pseudo product is positive everywhere. Of the $14.512$ eV, then, $9.582$ eV is the removed negative lobe, and the remaining $15.405-10.475=4.930$ eV is the excess of the smooth product over the positive AE part, which must itself start from zero at the node. In physical terms, the $2s$ electron carries the kinetic energy of orthogonality to $1s$; when the node is removed, $V_s$ must replace that energy by repulsion. The $2p$ electron has nothing to be orthogonal to and still needs the strong attraction of the nucleus. The screened values at the origin, $V_s(0)=3.21$ eV and $V_p(0)=-185.65$ eV, show both facts.

In sodium and aluminium the core $1s^22s^22p^6$ contains both angular momenta. The $3s$ orbital has two nodes and $3p$ has one: for Na at $0.195$ and $1.037\,a_0$ ($s$) and $1.155\,a_0$ ($p$), for Al at $0.163$ and $0.805\,a_0$ ($s$) and $0.818\,a_0$ ($p$). Counting inward from the positive tails, $3s$ has signs $+,-,+$ from the origin and $3p$ has $-,+$. The product is negative up to the first $s$ node, positive from there to the second $s$ node, negative in the narrow gap before the $p$ node, and positive beyond. It would be wrong to call the innermost lobe negligible: it contributes $-1.138$ eV in Na and $-4.272$ eV in Al, about 28 and 6 times the final $D_{sp}$. What matters is that the second lobe, where both orbitals have reversed sign, cancels it. This can be proved from the node order. At the $p$ node, which is the outermost, $u_p=0$ and $W=u_p'u_s$, with $u_p'>0$ (the orbital crosses into its positive tail) and $u_s>0$ (its last node is already passed). So $I_{AE}$ is positive there. From that node to $r_c$ the integrand is positive, so $I_{AE}$ only grows. The whole nodal region thus contributes between $0$ and $0.638$ eV in Na and between $0$ and $1.506$ eV in Al. When the two outer nodes are as close as in Al, $u_s$ has hardly left zero at the $p$ node and $W$ is small for that reason. Seen from outside, the core acts as nearly the same barrier for both waves, and a common barrier is what a local potential can imitate. At carbon's only node, by contrast, $u_s=0$ and $W=-u_pu_s'$, with $u_p>0$ already well developed and $u_s'>0$; this is the $-9.582$ eV.

Two further neutral atoms follow the same pattern. Magnesium ($3s^23p^0$, chosen $r_c=2.5\,a_0$) has $3.657-3.394=0.263$ eV and $\eta=0.078$. Boron ($2s^22p^1$, $r_c=1.7\,a_0$) has $14.189-5.663=8.526$ eV and $\eta=1.506$. Among these five neutral atoms, those with a $p$ shell in the core have small $\eta$ and those without have $\eta$ above 1. The value 1 is not a general threshold: lithium, with no $p$ core, has $\eta\approx0.75$ at $r_c\approx3.1\,a_0$. Nor is the node order a sharp criterion: in neutral silicon the outermost node is already an $s$ node ($0.724\,a_0$ against $0.718\,a_0$ for $p$), so the sign proof above does not apply, yet $\eta\approx0.22$ at $r_c\approx1.8\,a_0$. The count of core shells is not sufficient either: along the sodium-like ions, with $r_c$ at the outer maximum of $3s$, $\eta$ rises from about $0.1$ (Mg$^+$) to $1.0$ (Ca$^{9+}$) and $2.2$ (Zn$^{19+}$). In a pure Coulomb field of charge $Z$ the $3s$ nodes are the roots of $x^2-9x+27/2=0$ with $x=Zr/a_0$, namely $1.90$ and $7.10$, and the $3p$ node is at $x=6$; the outermost node is then an $s$ node, $\Delta\varepsilon=0$, and $\eta$ diverges.

The weighted difference between the $s$ and $p$ pseudopotentials follows exactly from the orbitals and their energies, and its contrast between carbon and the two metals has been traced to the nodes that the core imposes. It remains to see what a local potential is strictly unable to do, and how large the resulting errors in the levels are.
